\section*{Energy-cap bias in phaseless auxiliary-field quantum Monte Carlo for dissociating H2, part 2}

We test phaseless auxiliary-field quantum Monte Carlo (AFQMC) on STO-3G H$_2$ at $R=1.4,3,4,6,10$ bohr against FCI, then seek each trial's dissociation error as $\Delta\tau\to0$ and its source. Atomic units are used (energy $E_h$).

**Model.** Atomic functions $a,b$ with overlap $S$ form $g,u=(a\pm b)/\sqrt{2(1\pm S)}$. The integrals are $h_{pq}$, $(pq|rs)=\sum_\gamma L^\gamma_{pq}L^\gamma_{rs}$, $J_{pq}=(pp|qq)$ and $K=(gu|gu)$. $L^{1,2}$ are diagonal and $L^3=\sqrt K\sigma_x$. Also $H_{pp}=2h_{pp}+J_{pp}+E_{\rm nuc}$ and $D=J_{gg}+J_{uu}-2J_{gu}$ ($0.0141\,E_h$ at 3 bohr, $0.0043$ at 4).

**Trials.** $|T\rangle$ has orbitals $\sqrt{1-t}\,g\pm\sqrt t\,u$. RHF has $t=0$; UHF, where distinct, has $t=(H_{gg}-M)/(D+4K)$, $M=E_T-K$, with $E_T$ the triplet energy. FCI is $|gg\rangle-r|uu\rangle$. As trial coefficients, $a=1-t$, $b=t$, $\rho=b/a$.

**Propagation.** With $\hat A=A\otimes1+1\otimes A$, $\bar l_\gamma=\langle T|\hat L_\gamma|T\rangle$ and $\Lambda_\gamma=\hat L_\gamma-\bar l_\gamma$,
$$H=E_c+\hat T_1+\tfrac12\sum_\gamma\Lambda_\gamma^2,\qquad T_1=h-\tfrac12\sum_\gamma L^\gamma L^\gamma+\sum_\gamma\bar l_\gamma L^\gamma.$$
For standard normal $x$, $B(x)=\exp(i\sqrt{\Delta\tau}\sum_\gamma x_\gamma\Lambda_\gamma)$ and, for any $\bar x$ independent of $x$,
\begin{equation}
\langle B(x)\rangle=\big\langle e^{x\cdot\bar x-\bar x\cdot\bar x/2}B(x-\bar x)\big\rangle. \label{shift}
\end{equation}
The force bias is $\bar x_\gamma=-i\sqrt{\Delta\tau}\langle\Lambda_\gamma\rangle$, where $\langle\Lambda\rangle=\langle T|\Lambda|\phi\rangle/\langle T|\phi\rangle$. The state is $|\Psi\rangle=\sum_kw_k|\phi_k\rangle/\langle T|\phi_k\rangle$. A step $\phi\to\phi'$ multiplies $w$ by $|I|\max(0,\cos\Delta\theta)$, where
$$I=\frac{\langle T|\phi'\rangle}{\langle T|\phi\rangle}\,e^{x\cdot\bar x-\bar x\cdot\bar x/2}\,e^{-\Delta\tau(E_c-E_{\rm ref})},$$
$\Delta\theta$ is the phase of the overlap ratio and $E_{\rm ref}$ the trial energy. The cosine loss rate is
\begin{equation}
\Gamma=\tfrac12\sum_\gamma\big({\rm Re}\langle\Lambda_\gamma\rangle\big)^2. \label{Gamma}
\end{equation}
Caps: $|\bar x_\gamma|\le1$; $\ln|I|$ within $\pm\sqrt{2\Delta\tau}$; local energy within $E_{\rm ref}\pm\sqrt{2/\Delta\tau}$.

**Walkers.** Both spins occupy $g+zu$, starting at $z=0$. On the imaginary axis $z=i\tan\alpha$, with orbital $(\cos\alpha,i\sin\alpha)$. The local energy $E_L=\langle T|H|\phi\rangle/\langle T|\phi\rangle$ obeys
\begin{equation}
E_L-E_{\rm FCI}=K(r-\rho)\,\frac{1+z^2/r}{1-\rho z^2}. \label{EL}
\end{equation}

\subsection*{4. Results along dissociation}

The run uses $\Delta\tau=0.02\,E_h^{-1}$ (energy window $\pm10\,E_h$), 8 independent populations of 160 walkers and 1000 steps, of which 350 are discarded, with measurement and comb resampling every 5 steps. The uncertainty is the standard error of the 8 population means. The averages cover $\tau=7$ to $20\,E_h^{-1}$. Acting alone, the diagonal fields would spread the phase of $z$ over a time of order $1/D$, about $70\,E_h^{-1}$ at 3 bohr and $230\,E_h^{-1}$ at 4 bohr. Off the axis the third field and the weights also act on the distribution of this phase, so $1/D$ is only the free-diffusion scale and not the relaxation time of the walk. The UHF rows describe this time window and need not be stationary values. Errors are relative to $E_{\rm FCI}$ in m$E_h$. The column HF is the error of the trial energy, $\Gamma$ is the measured cosine loss rate in m$E_h$ (given without error bar; the UHF value at 3 bohr is uncertain at the level of 10--15\%), and the last column is the fraction of walker steps in which $\ln|I|$ was clipped. At 1.4 bohr UHF coincides with RHF.
\begin{center}
\begin{tabular}{cccccc}
trial & $R$ & HF & AFQMC & $\Gamma$ & clipped\\
RHF & 1.4 & 20.56 & $-0.02\pm0.35$ & 0.892 & 0.0000\\
RHF & 3 & 99.88 & $30.5\pm1.7$ & 1.023 & 0.0001\\
RHF & 4 & 182.70 & $82.0\pm2.4$ & 0.424 & 0.0003\\
RHF & 6 & 288.33 & $154.8\pm2.7$ & 0.037 & 0.0007\\
RHF & 10 & 337.19 & $184.3\pm5.5$ & 0.000 & 0.0007\\
UHF & 3 & 34.14 & $0.82\pm0.38$ & 4.330 & 0.0000\\
UHF & 4 & 7.94 & $0.03\pm0.03$ & 1.526 & 0.0000\\
UHF & 6 & 0.17 & $0.00\pm0.00$ & 0.039 & 0.0000\\
UHF & 10 & 0.00 & $0.00\pm0.00$ & 0.000 & 0.0000
\end{tabular}
\end{center}
The time step of the unconstrained walk plays no part in these errors. The exactly averaged propagator, built by quadrature and iterated to convergence, gives a mixed energy within 0.0052 m$E_h$ of FCI in all nine cases.

At 1.4 bohr the RHF trial agrees with FCI within the noise. With the UHF trial the error at 3 bohr is $-0.98434-(-0.98516)=0.82$ m$E_h$ (0.022 eV), about two standard errors from zero, so this run does not settle whether a bias of that size is real. At 6 and 10 bohr both error and noise are below the printed resolution of 0.01 m$E_h$, consistent with the small prefactor $r-\rho$ in (\ref{EL}). With the RHF trial the error grows to $-0.74883-(-0.93316)=184$ m$E_h$ (5.0 eV) at 10 bohr, where the walk recovers $1-184.34/337.19\approx45\%$ of the correlation energy measured from RHF. The size of that energy is specific to STO-3G: the RHF error at 10 bohr relative to two H atoms falls from 337 m$E_h$ to 240 m$E_h$ in cc-pVDZ and 236 m$E_h$ in cc-pVTZ.

The loss rate does not follow the error. It is larger for UHF than for RHF at 3 bohr, and it vanishes where the RHF error is largest. Equation (\ref{Gamma}) accounts for the structure. With $n_u$ the mixed occupation of $u$, $\langle\Lambda_\gamma\rangle=(L^\gamma_{uu}-L^\gamma_{gg})(n_u-2t)$ for the diagonal fields, which contributes $\frac D2({\rm Re}\,n_u-2t)^2$ to $\Gamma$. For RHF $n_u=0$ and $t=0$, so this term is absent and only $2K({\rm Re}\,z)^2$ remains. For UHF $n_u=-2bz^2/(a-bz^2)$ ranges from 0 to 2 on the axis, so the diagonal term, with prefactor $D/2=7$ m$E_h$ at 3 bohr, is present, in addition to the third-field term $\frac12({\rm Re}\langle\hat L_3\rangle)^2$ of walkers off the axis. Both contribute to the measured 4.3 m$E_h$, the diagonal fields somewhat less than half of it. A distorted weight affects the energy only through the variation of $E_L$, which carries the factor $r-\rho$.

The local-energy analysis of part 3 assumes the singlet start; a start with a triplet component can add a slow transient. If the walkers started as $|T\rangle$, the unconstrained mixed estimate would contain the triplet with weight $2t(1-t)e^{-\tau E_T}$, decaying relative to the ground state at the rate $E_T-E_{\rm FCI}$. At 3 bohr, $E_T=M+K=-0.90067\,E_h$ and the rate is $0.084\,E_h$, a decay time of about $12\,E_h^{-1}$. That start was not run. The match between the singlet part of UHF and the FCI form rests on the even block of this model having only the two states $|gg\rangle$ and $|uu\rangle$, and it should not be expected for a general molecule or a larger basis.

\subsection*{5. The dissociation limit}

\paragraph{Reduction to one angle.} For the RHF trial $\bar l_\gamma=2L^\gamma_{gg}$, $(\sum L L)_{pp}=J_{pp}+K$ and $(\sum\bar lL)_{pp}=2J_{gp}$. Using $h_{uu}-h_{gg}=\frac12(H_{uu}-H_{gg})-\frac12(J_{uu}-J_{gg})$,
\begin{align}
(T_1)_{uu}-(T_1)_{gg}&=h_{uu}-h_{gg}-\tfrac12(J_{uu}-J_{gg})+2(J_{gu}-J_{gg})\nonumber\\
&=\tfrac12(H_{uu}-H_{gg})-D .
\end{align}
As $S\to0$, both $H_{uu}-H_{gg}$ and $D$ vanish; at 10 bohr the one-body gap $(T_1)_{uu}-(T_1)_{gg}$ is about $1\times10^{-4}E_h$. Then $\hat T_1$ is a constant, the diagonal $\Lambda$ vanish, and $H=E_0+\frac K2\hat\sigma_x^2$. Since $\hat\sigma_x|gg\rangle=|gu\rangle+|ug\rangle$ has squared norm 2, $H_{gg}=E_0+K$. The operator $\hat\sigma_x^2$ has lowest eigenvalue 0, so the exact energy of the limit is $E_0=H_{gg}-K$. At 10 bohr $H_{gg}-K-E_{\rm FCI}=-0.11$ m$E_h$, which measures the quality of the reduction. In the same limit $r\to1$, and $t\to\frac12$ because $H_{gg}-M\to\frac12(D+4K)$ when $H_{uu}=H_{gg}$. So $\rho\to1$, and by (\ref{EL}) the UHF trial is exact.

For RHF, with $\sigma^2=K\Delta\tau$: $\bar x=-i\sigma\cdot2i\tan\alpha=2\sigma\tan\alpha$, $\alpha'=\alpha+\sigma(x-\bar x)$, $E_L=H_{gg}-K\tan^2\alpha$ and
\begin{equation}
\ln I=\ln\frac{\cos^2\alpha'}{\cos^2\alpha}+x\bar x-\tfrac12\bar x^2+K\Delta\tau. \label{lnI}
\end{equation}
The overlap ratio is real and non-negative, so $\cos\Delta\theta=1$ and the cosine projection does nothing. Whatever bias remains has another source.

\paragraph{Continuum equation.} With $(\ln\cos^2\alpha)'=-2\tan\alpha$ and $(\ln\cos^2\alpha)''=-2\sec^2\alpha$, and keeping order $\Delta\tau$,
\begin{align}
\ln I&=-\bar x(x-\bar x)-\sigma^2x^2\sec^2\alpha+x\bar x-\tfrac12\bar x^2+\sigma^2\nonumber\\
&=K\Delta\tau\,\big[2\tan^2\alpha-x^2\sec^2\alpha+1\big], \label{rate}
\end{align}
whose average is $K\Delta\tau\tan^2\alpha$. The weighted density $P(\alpha,\tau)$ thus diffuses with constant $K/2$, drifts with velocity $-2K\tan\alpha$ and grows at rate $K\tan^2\alpha$:
\begin{equation}
\partial_\tau P=\tfrac K2P''+(2K\tan\alpha\,P)'+K\tan^2\alpha\,P .
\end{equation}
Put $P=f\cos^2\alpha$, and abbreviate $\mathsf c=\cos\alpha$, $\mathsf s=\sin\alpha$. Then $\frac K2P''=K(\mathsf s^2-\mathsf c^2)f-2K\mathsf{sc}f'+\frac K2\mathsf c^2f''$, and $(2K\mathsf{sc}f)'=2K(\mathsf c^2-\mathsf s^2)f+2K\mathsf{sc}f'$. The $f'$ terms cancel, and the $f$ terms, including $K\mathsf s^2f$, add up to $K\mathsf c^2f$. Therefore
\begin{equation}
\partial_\tau f=\tfrac K2f''+Kf \label{heat}
\end{equation}
away from the nodes. The function $f$ is the amplitude of the walker state in $|\Psi\rangle$. It has period $\pi$, because $\alpha\to\alpha+\pi$ flips the sign of both orbitals. The slowest periodic mode is $f=1$, for which $\langle\tan^2\alpha\rangle=\int\mathsf s^2/\int\mathsf c^2=1$ and $E=H_{gg}-K$, the exact result. If instead $f=0$ is imposed at $\pm\pi/2$, the slowest mode is $f=\cos\alpha$, and over $(-\pi/2,\pi/2)$
\begin{equation}
\langle\tan^2\alpha\rangle=\frac{\int\mathsf s^2\mathsf c\,d\alpha}{\int\mathsf c^3\,d\alpha}=\frac{2/3}{4/3}=\frac12,\qquad E=H_{gg}-\frac K2 .
\end{equation}
The energy is decided by the boundary condition at the node.

\paragraph{What the cap does at the node.} Let $\xi=\pi/2-\alpha$ be small. By (\ref{rate}) the growth rate is $K(2-x^2)/\xi^2$, with mean $K/\xi^2$, and the cap limits it to $\pm C$, $C=\sqrt{2/\Delta\tau}$. The two are comparable at
\begin{equation}
\xi_c=\sqrt{K/C}=(K^2\Delta\tau/2)^{1/4}.
\end{equation}
The step length relative to this zone is $\sigma/\xi_c\propto\Delta\tau^{1/4}\to0$, so the continuum description holds inside the zone. With $\xi=\xi_cv$ the averaged capped rate is $C\gamma(v)$, where $\gamma(v)=\langle{\rm clip}((2-x^2)/v^2,\pm1)\rangle$. Equation (\ref{heat}) loses the difference between the full and the capped rate. In the zone, rates of order $K$ are negligible beside $C$, which leaves
\begin{equation}
\frac{d^2f}{dv^2}=2\Big[\frac1{v^2}-\gamma(v)\Big]f, \label{zone}
\end{equation}
an equation free of parameters. For small $v$, $\gamma$ is bounded, and $f\propto v^p$ with $p(p-1)=2$, so $p=2$ or $p=-1$. The second choice means $P=\kappa\xi$, whose flux away from the node is $-\frac K2P'+\frac{2K}{\xi}P=\frac32K\kappa$. This flux needs a source at the node. The region $|\xi|\lesssim\sigma$, where the walk is discrete, can create weight at a rate of at most order $C\kappa\sigma^2=\kappa K\sqrt{2\Delta\tau}$, which goes to zero, and crossings from the other side cancel by symmetry. So $p=2$. For large $v$ clipping needs $x^2>2+v^2$, the bracket in (\ref{zone}) dies as a Gaussian tail, and $f$ is linear. Unless its slope happens to vanish, $f\propto v-v_0$ with a pure number $v_0$. That exception is not excluded analytically here; the numerical operator below excludes it.

Seen from outside, $f$ vanishes at $\xi=\ell=v_0\xi_c$. Then $f=\cos k\alpha$ with $k(\pi/2-\ell)=\pi/2$, so $k\approx1+2\ell/\pi$. The identity $\frac K2(\mathsf c^2)''+K\mathsf c^2=K\mathsf s^2$, integrated against $f$ by parts twice, gives $K\int\mathsf s^2f=(K-\frac12Kk^2)\int\mathsf c^2f$ plus boundary terms $\propto f'\mathsf c^2=O(\ell^2)$. The zone itself adds $O(K\xi_c^2)$. Hence
\begin{equation}
E-(H_{gg}-K)=\frac K2k^2\approx\frac K2+\frac{2v_0}{\pi}K\xi_c+O(\xi_c^2). \label{final}
\end{equation}
The RHF-trial error at dissociation tends to $K/2$ as $\Delta\tau\to0$, half the correlation energy, and it does so as $\Delta\tau^{1/4}$.

\paragraph{Numerical check.} The discrete step (\ref{lnI}), with both caps and no cosine factor, defines a transfer operator on a periodic grid in $\alpha$, whose leading eigenvector is the stationary $P$ of an infinite population. With $K=0.33730\,E_h$, the errors relative to $H_{gg}-K$ are
\begin{center}
\begin{tabular}{cccc}
$\Delta\tau\,(E_h^{-1})$ & error (m$E_h$) & error$/K$ & $\xi_c$ (rad)\\
0.02 & 182.95 & 0.5424 & 0.1837\\
$10^{-3}$ & 176.29 & 0.5226 & 0.0868\\
$10^{-4}$ & 172.94 & 0.5127 & 0.0488\\
$10^{-5}$ & 171.05 & 0.5071 & 0.0275
\end{tabular}
\end{center}
Relative to $E_{\rm FCI}$ the first entry is $182.95-0.11=182.8$ m$E_h$, in agreement with the full Monte Carlo value $184.3\pm5.5$ m$E_h$. The excess over $K/2$ falls by 1.786 between the last two rows, against $10^{1/4}=1.778$. Eliminating the term linear in $\xi_c$ gives $(1.778\times171.05-172.94)/0.778=168.6$ m$E_h=0.4999K$, and $K/2=168.65$ m$E_h$ (4.59 eV). This number belongs to $R=10$ bohr. Once $S$ is negligible, $K=\frac12[(aa|aa)-(aa|bb)]\approx\frac12[(aa|aa)-1/R]$ still grows with $R$, so $K/2$ is 181.15 m$E_h$ at 20 bohr and tends to about 193.6 m$E_h$ (5.27 eV) as $R\to\infty$. The slope $0.0071/0.0275\approx0.26$ corresponds to $v_0\approx0.4$ in (\ref{final}).

With the energy caps removed and the force-bias cap kept, the kernel is, by (\ref{shift}), a Gaussian in $\alpha'-\alpha$ times $\cos^2\alpha'/\cos^2\alpha$, so $f=1$ is its leading mode at any $\Delta\tau$. The operator then returns $H_{gg}-K$, that is $-0.1099$ m$E_h$ relative to FCI. For an infinite population the two energy caps, on the weights and on the local energy, are thus together the whole source of the bias. This is compatible with the small clipped fraction 0.0007. For $P=\frac34\cos^3\alpha$ the weight within $\xi_c$ of the two nodes is $2\cdot\frac34\cdot\frac14\xi_c^4=\frac38(0.1837)^4\approx4\times10^{-4}$, the same order as the measured value. Clipping would be rare even for the exact density $P=\frac2\pi\cos^2\alpha$, which puts $2\cdot\frac2\pi\cdot\frac13\xi_c^3\approx2.6\times10^{-3}$ in the same zone; the limiting density $\frac34\cos^3\alpha$ holds about six times less, and the stationary density of the capped operator at $\Delta\tau=0.02\,E_h^{-1}$, with about $3\times10^{-4}$ in the zone, about nine times less. As $\Delta\tau\to0$ it is the cap on the weights that matters, and it acts through the boundary condition, not through the number of walkers it touches. The local-energy cap cannot be dropped at finite $\Delta\tau$, however: a clipped weight stays finite for a walker that lands on the node, so $P$ is nonzero there and the uncapped average of $K\tan^2\alpha$ diverges. Capping only the local energy would leave the density $\frac2\pi\cos^2\alpha$ and raise the energy by $\frac{2K}{\pi}\int_{-\xi_c}^{\xi_c}(1-\xi^2/\xi_c^2)\,d\xi=\frac{8}{3\pi}K\xi_c$ to leading order, which vanishes in the limit.

Removing the cap is no remedy. A walker at $\xi_0\ll\sigma$ moves to $|\xi_1|\sim\sigma$ with a weight factor of order $\sigma^2/\xi_0^2$, the Gaussian factor having finite moments because $|\bar x|\le1$. The exact density is $P\propto\xi_0^2$, so the second moment of the factor contains $\int d\xi_0\,\xi_0^2\,\sigma^4/\xi_0^4$, which diverges at the node. The uncapped walk is unbiased for an infinite population, but its weight factor has infinite variance.

Equation (\ref{final}) is derived only for vanishing gap and $D$. At 3, 4 and 6 bohr the RHF errors are 30 to 155 m$E_h$ while $\Gamma$ is about 1 m$E_h$ or less. This suggests that the same node mechanism dominates there, weakened by the one-body gap that pulls walkers toward $z=0$, but it is a conjecture, since the reduced operator was not extended to finite gap and finite $D$. The program and its output follow.

\section*{Values computed for the example and the checks}
\begin{verbatim}
dt=0.02 1/Eh, 8 populations x 160 walkers, 1000 steps, 350 discarded
energy cap sqrt(2/dt) = 10.00 Eh; 1 Eh = 27.2114 eV
R/bohr S  Hgg Huu K M (Eh)
1.4 0.65932  -1.11671 0.46058 0.18126 -0.71307
3.0 0.22619  -0.88528 -0.43170 0.23512 -1.13579
4.0 0.09813  -0.76108 -0.55903 0.26513 -1.19246
6.0 0.01253  -0.64508 -0.61283 0.30402 -1.23707
10.0 0.00004  -0.59597 -0.59575 0.33730 -1.27047
R/bohr E_RHF E_UHF E_FCI (Eh)  t  b/a(UHF) b/a(FCI)
1.4 -1.11671 -1.11671 -1.13728  0.0000 0.0000 0.1134
3.0 -0.88528 -0.95102 -0.98516  0.2624 0.3558 0.4248
4.0 -0.76108 -0.93584 -0.94378  0.4051 0.6810 0.6891
6.0 -0.64508 -0.93323 -0.93340  0.4867 0.9483 0.9484
10.0 -0.59597 -0.93316 -0.93316  0.4999 0.9997 0.9997
Coulson-Fischer point = 2.1797 bohr
HS dt^2 error norm R=3: quadrature 2.464e-03, formula 2.466e-03 Eh^2
walker z=(0.4+0.5j): Var I at dt=0.02: no bias 2.982e-03, force bias 1.995e-05
Var ratio dt=0.004/0.002: no bias 1.997, force bias 3.995
largest unconstrained time-step error = 0.0052 mEh
trial R/bohr E_ph/Eh err/mEh +- (err/eV) HFerr/mEh cosloss/mEh capfrac
RHF 1.4 -1.13729 -0.02 +- 0.35 (-0.000) 20.56 0.892 0.0000
RHF 3.0 -0.95466 30.49 +- 1.68 (0.830) 99.88 1.023 0.0001
RHF 4.0 -0.86178 82.00 +- 2.38 (2.231) 182.70 0.424 0.0003
RHF 6.0 -0.77858 154.82 +- 2.66 (4.213) 288.33 0.037 0.0007
RHF 10.0 -0.74883 184.34 +- 5.52 (5.016) 337.19 0.000 0.0007
UHF 3.0 -0.98434 0.82 +- 0.38 (0.022) 34.14 4.330 0.0000
UHF 4.0 -0.94375 0.03 +- 0.03 (0.001) 7.94 1.526 0.0000
UHF 6.0 -0.93340 -0.00 +- 0.00 (-0.000) 0.17 0.039 0.0000
UHF 10.0 -0.93316 -0.00 +- 0.00 (-0.000) 0.00 0.000 0.0000
R=10: Hgg-K-E_FCI = -0.1099 mEh; uncapped operator err = -0.1099 mEh
capped operator dt=0.02 1/Eh: err = 182.95 mEh = 0.5424 K, zone 0.1837 rad
capped operator dt=0.001 1/Eh: err = 176.29 mEh = 0.5226 K, zone 0.0868 rad
capped operator dt=0.0001 1/Eh: err = 172.94 mEh = 0.5127 K, zone 0.0488 rad
capped operator dt=1e-05 1/Eh: err = 171.05 mEh = 0.5071 K, zone 0.0275 rad
deviation ratio dt=1e-4/1e-5 = 1.786, 10^(1/4) = 1.778
dt->0 extrapolation = 168.63 mEh = 0.4999 K
K/2 = 168.65 mEh = 4.589 eV
\end{verbatim}
